# Current-Driven Domain-Wall Motion: Drift, Breakdown and the Intrinsic Threshold, part 2

A current density $J$, positive along the electron drift, pushes a domain wall along a wire on $x$. The magnetization $M_s\mathbf m$, with $|\mathbf m|=1$, obeys

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}-u\,\mathbf m'+\beta u\,\mathbf m\times\mathbf m'.$$

Here $\alpha$ is the damping, $\beta$ the nonadiabatic parameter, $P$ the polarization, $e>0$, $u=g\mu_BPJ/(2eM_s)$ and $\gamma=g\mu_B/\hbar$. The prime means $\partial_x$. The field $\mathbf B$ is minus the variational derivative, divided by $M_s$, of the energy with density

$$\varepsilon=A|\mathbf m'|^2+K\sin^2\theta+K_\perp\sin^2\theta\sin^2\phi .$$

The angle $\theta$ is measured from the easy axis, and the azimuth $\phi$ from the transverse direction the wall prefers.

A wall at position $q$ with uniform $\phi$ has $\theta'=\sin\theta/\Delta$. With fixed width $\Delta=\sqrt{A/K}$ and $u_w=\gamma K_\perp\Delta/M_s$,

$$\dot q-\alpha\Delta\dot\phi=u+u_w\sin2\phi,\qquad \Delta\dot\phi+\alpha\dot q=\beta u .$$

Eliminating $\dot q$ gives

$$(1+\alpha^2)\dot\phi=\frac{(\beta-\alpha)u}{\Delta}-\frac{\alpha u_w}{\Delta}\sin2\phi. \tag{3}$$

Steady motion has $v=\beta u/\alpha$ up to $u_b=u_w\alpha/|\beta-\alpha|$. Beyond this breakdown the angle turns continuously, and for $u>0$ the mean speed is

$$\langle v\rangle=\frac{\beta u}{\alpha}+\frac{\alpha-\beta}{\alpha(1+\alpha^2)}\sqrt{u^2-u_b^2}. \tag{4}$$

For $\beta=0$ the wall stops below $J_c=2eK_\perp\Delta/(\hbar P)$, at an angle with $\sin2\phi=-u/u_w$. Starting from $\phi=0$, it first moves by

$$\delta q=\frac{\Delta}{2\alpha}\arcsin\frac{u}{u_w}.$$

The fixed width leaves a local imbalance. In a steady state, the contracted width

$$\Delta(\phi)=\sqrt{\frac{A}{K+K_\perp\sin^2\phi}}$$

removes it and solves the full local equation. In the steady limit, $u_w$ is then replaced by

$$u_w^{*}=\frac{2\gamma\sqrt A}{M_s}\left(\sqrt{K+K_\perp}-\sqrt K\right).$$

**Q:** Those square roots look like wall energies.

**A:** They are. At angle $\phi$ let $K_\phi=K+K_\perp\sin^2\phi$. With $\theta'=\sin\theta/\Delta(\phi)$, exchange and anisotropy contribute equally, and the energy per area is

$$\sigma(\phi)=\int2K_\phi\sin^2\theta\,dx=4K_\phi\Delta(\phi)=4\sqrt{AK_\phi} .$$

Call its values at $\phi=0$ and $90^\circ$ $\sigma_{\rm easy}$ and $\sigma_{\rm hard}$. Then $u_w^{*}=\gamma(\sigma_{\rm hard}-\sigma_{\rm easy})/(2M_s)$. Dividing by $u/J$ gives

$$J_c^{*}=\frac{e(\sigma_{\rm hard}-\sigma_{\rm easy})}{\hbar P} .$$

This does not mean that the current must lift the wall over the full energy difference. The static balance involves the slope $d\sigma/d\phi=2K_\perp\Delta(\phi)\sin2\phi$, and for this energy function its largest value per radian equals the difference.

**Q:** A solution that exists need not be the one the wire chooses. The angle could become nonuniform.

**A:** That calls for a calculation without an imposed shape. First, the contracted wall was inserted in the vector equation with $K_\perp=0.8K$, $\phi=-0.3$, $\alpha=0.1$ and $\beta=0.04$. The largest residual was $2.9\times10^{-15}$ in reduced units, at the level of rounding.

Then the local vector equation was integrated on a grid from a static wall, with $\alpha=0.3$ and $K_\perp=K$. This strong transverse anisotropy separates the two thresholds. In units of $\gamma(2K/M_s)\Delta$, the contracted wall predicts $\sqrt2-1=0.414$ and the fixed width predicts 0.5. For $\beta=0$ and $u=0.389$ the late speed was $4\times10^{-5}$: the wall had stopped. For $u=0.447$, still below the fixed-width value, it moved with a late speed of 0.151.

For $\beta=0.15$ the contracted limit doubles to 0.828. At $u=0.779$ the late speed was 0.3889, compared with $\beta u/\alpha=0.3894$. At $u=0.895$ it was 0.598 instead of 0.447, so the steady state had been lost. These late speeds are averages over the second half of each run, which need not be a whole turn.

**Q:** That tests the limits. What about the mean speed beyond them?

**A:** For $K_\perp=0.2K$, $\beta=0$ and $u=0.25$ in the same units, the average over one half-turn of the angle was 0.2116. The fixed-width formula gives 0.2102, a difference of 0.7% relative to the formula. This supports the formula well above threshold at that anisotropy ratio. Near the threshold the relative error is larger, because the formula puts the onset at 0.100 and the contracted wall at $\sqrt{1.2}-1=0.095$. The run does not validate the formula for $K_\perp$ comparable with $K$.

**Q:** Now give me a wire rather than reduced units.

**A:** Take round parameters in the regime of a perpendicular Co/Ni multilayer: $M_s=6\times10^5$ A/m, $A=10$ pJ/m, $K=4\times10^5$ J/m³, $K_\perp=2.5\times10^4$ J/m³, $\alpha=0.03$, $P=0.6$ and $g=2$. The cross-section is 60 nm by 3 nm. Here $K_\perp$ is an assumed value, not one computed from this cross-section. The width is $\Delta=5$ nm, and

$$u_w=\frac{(1.7588\times10^{11})(2.5\times10^4)(5\times10^{-9})}{6\times10^5}=36.6\ \text{m/s}.$$

With $u/J=5.788\times10^{-11}$ m³/C,

$$J_c=\frac{36.64}{5.788\times10^{-11}}=6.33\times10^{11}\ \text{A/m}^2=6.33\times10^7\ \text{A/cm}^2 .$$

The wall energies are 8.000 and 8.246 mJ/m², while $2K_\perp\Delta=0.250$ mJ/m². The contraction factor is therefore $0.2462/0.250=0.985$, and it lowers the threshold by 1.5% to $6.23\times10^{11}$ A/m². I keep the fixed-width values below. Speeds not far above threshold shift by more than the threshold does: the 28.3 m/s found next becomes about 29.0 m/s if the width follows the angle.

**Q:** How far does a wall with $\beta=0$ go before it stops?

**A:** At $J=0.3\times10^{12}$ A/m², $u=17.37$ m/s. The angle is $-\tfrac12\arcsin(17.37/36.64)=-14.1^\circ$, or $-0.247$ rad. The displacement is $0.247\times5/0.03=41$ nm, about eight wall widths. At $0.8\times10^{12}$ A/m², above threshold, $u=46.31$ m/s and

$$\langle v\rangle=\frac{\sqrt{46.31^2-36.64^2}}{1+0.03^2}=28.3\ \text{m/s}.$$

**Q:** And with a nonadiabatic torque?

**A:** For $\beta=0.02$ and all else unchanged, $\beta/\alpha=2/3$ and $u_b=36.64\times0.03/0.01=109.9$ m/s. Breakdown moves to $1.90\times10^{12}$ A/m², where the wall travels at 73 m/s. At $0.3\times10^{12}$ A/m² it drifts steadily at 11.6 m/s, where the wall with $\beta=0$ has stopped.

The order can reverse. At $1.2\times10^{12}$ A/m² the speed is 46.3 m/s for $\beta=0.02$ and 59.0 m/s for $\beta=0$. The first wall is held at a fixed angle and limited to $2u/3$, whereas the second precesses and moves closer to $u$. Time integration on the steady branches and quadrature over a turn beyond them reproduce the model's speeds at five current densities, for both values of $\beta$, to within $10^{-5}u$.

**Q:** Your wire has no defects. A real wall is pinned, so why should the smooth drift survive?

**A:** It need not. Let pinning act as a field $B(q)$ along the easy axis, with $|B|\le B_p$. Such a field has $B_\theta=-B\sin\theta$, which adds $\gamma B$ to $\dot\phi$:

$$\dot\phi+\frac{\alpha\dot q}{\Delta}=\frac{\beta u}{\Delta}+\gamma B(q) .$$

The equation containing $u_w$ is unchanged. For a pinning field that takes all values between $-B_p$ and $B_p$, a static wall exists when both conditions hold:

$$|u|\le u_w,\qquad \frac{\beta|u|}{\Delta}\le\gamma B_p .$$

At $u=u_w$ the nonadiabatic torque is equivalent to a field

$$\frac{\beta u_w}{\gamma\Delta}=\frac{0.02\times36.64}{(1.7588\times10^{11})(5\times10^{-9})}=0.83\ \text{mT}.$$

If the current is raised slowly and there is no thermal motion, a pinning field of a few millitesla can thus hold the wall for $|u|<u_w$, where the perfect wire would drift. The closer $u$ comes to $u_w$, the slower the rise must be. Between $u_w$ and $u_b$ the perfect wire also drifts steadily, but there the first condition rules out a static wall.

**Q:** Then stronger pinning should also hold it above $u_w$.

**A:** The other equation limits that. For $u>u_w$,

$$\frac{d}{dt}(q-\alpha\Delta\phi)=u+u_w\sin2\phi\ge u-u_w>0 .$$

If $q$ stayed bounded, $\phi$ would have to run backwards at a mean rate of at least $(u-u_w)/(\alpha\Delta)$. For $\beta\ge0$ the pinned equation, averaged with $\langle\dot q\rangle=0$, allows a backward rate of at most $\gamma B_p$. A trapped wall therefore requires

$$u-u_w\le\alpha\gamma\Delta B_p .$$

For $B_p=5$ mT the right side is $0.03\times879.4\times0.005=0.13$ m/s, less than 0.4% of $u_w$. This pinning can therefore barely raise the intrinsic threshold.

A run with $\beta=0.02$, a sinusoidal pinning field of 5 mT and a period of 40 nm shows both effects. The current was raised over 20 ns and held until 100 ns. At $0.9u_w$ the wall ended 0.96 nm from its starting point; at $1.1u_w$ it had travelled 1538 nm. The slow rise matters. If the current is switched on at once to $0.9u_w$, the wall overshoots its static state, breaks free and travels more than 1 µm in the same 100 ns. At $0.99u_w$ even the 20 ns rise is too fast and the wall escapes, whereas a rise over 100 ns holds it.

**Q:** You still have no temperature. A threshold built on a balance of angles should be sensitive to jolts.

**A:** It is, through the energy needed to turn the wall by $90^\circ$. With fixed width and cross-section $S$, this barrier is

$$E_b=2\Delta SK_\perp=4.5\times10^{-20}\ \text{J},$$

or $10.9\,k_BT$ at 300 K. Using $J_c$, it can be written $E_b=(\hbar P/e)J_cS$. At fixed $P$, a lower total threshold current therefore comes with a lower barrier.

**Q:** How large is the resulting motion below threshold?

**A:** Treat the wall as rigid across the wire and add zero-mean thermal noise. For $\beta=0$ reverse the sign of $\phi$, so that the drift is $a-b\sin2\phi$ with

$$a=\frac{\alpha u}{\Delta(1+\alpha^2)},\qquad b=\frac{\alpha u_w}{\Delta(1+\alpha^2)} .$$

Let $p(\phi)$ be the stationary probability density and $D$ the angular diffusion constant. The probability flux is

$$j=(a-b\sin2\phi)p-D\,p' ,$$

where the prime now means $d/d\phi$. At zero current, equilibrium requires $p\propto\exp(-E_b\sin^2\phi/k_BT)$ and $j=0$, which fixes $D=bk_BT/E_b$.

Define $W=-a\phi-\tfrac b2\cos2\phi$, so that $-W'$ is the drift. The flux becomes

$$j=-De^{-W/D}\frac{d}{d\phi}\left(e^{W/D}p\right).$$

In the stationary state $j$ is constant. Integrate from $\phi$ to $\phi+\pi$, using the periodicity of $p$ and $W(\phi+\pi)=W(\phi)-\pi a$:

$$p(\phi)=\frac{j}{D(1-e^{-\pi a/D})}\int_0^\pi e^{[W(\phi+y)-W(\phi)]/D}\,dy .$$

Normalize $p$ over one period. The mean angular rate is $\pi j$, so

$$\langle\dot\phi\rangle=\frac{\pi D(1-e^{-\pi a/D})}{\int_0^\pi d\phi\int_0^\pi dy\;e^{[W(\phi+y)-W(\phi)]/D}} ,$$

and the wall speed is $\Delta\langle\dot\phi\rangle/\alpha$. At 300 K this gives 0.68 m/s at $0.5J_c$ and 11.6 m/s at $0.9J_c$, where the cold model gives zero. The threshold is a rounded onset in this wire. At $0.8J_c$, a simulation of 4000 random walkers gave a rate of $0.1945\,b$, compared with $0.1968\,b$ from the integral.

These speeds belong to the rigid wall, and rigidity is marginal here. At $\phi=90^\circ$ a twist of the angle across a wire of width $w$ costs exchange energy of order $A(\pi/w)^2$ and gains anisotropy energy of order $K_\perp$. It becomes free at $w=\pi\sqrt{A/K_\perp}=63$ nm, and the wire is 60 nm wide. If $q$ and $\phi$ may vary across the width, the speeds rise to roughly 1.5 m/s at $0.5J_c$ and 14 to 15 m/s at $0.9J_c$, depending on how many transverse modes are kept.

**Q:** The current also heats the wire and makes a magnetic field of its own.

**A:** For heating, take rough values: resistivity $\rho=20$ µΩ cm and an oxide of thickness $d=100$ nm with thermal conductivity $k=1.4$ W/(m K). If heat flows straight down from a film of thickness $h=3$ nm, the rise is $\rho J^2hd/k$. This gives 17 K at $J_c$ and 155 K at the breakdown current for $\beta=0.02$. The wire is narrower than the oxide is thick, so sideways spreading is important: it lowers the two values to about 7 K and 64 K. Interface resistance and substrate heating raise them. At the higher current, constant material parameters are a poor assumption.

The current's field at the film surface, estimated as for a wide sheet, is $\mu_0Jh/2=1.2$ mT at $J_c$. This is 1.4% of the transverse anisotropy field $2K_\perp/M_s=83$ mT. At the edges there is a perpendicular field of 1.8 mT, found by summing the fields of current filaments across the section. It exceeds the 0.83 mT equivalent of the nonadiabatic drive, but has opposite signs at the two edges and averages to zero across the width. It can tilt the wall line, which a one-dimensional model cannot describe.

**Q:** So what may I carry over to a real Co/Ni wire?

**A:** The parameters are round choices in that regime, and a current density of order $10^{11}$ to $10^{12}$ A/m² is a reasonable scale for such wires. The threshold is no more certain than $K_\perp$, which depends on the wire's width and thickness; at fixed $\Delta$ and $P$, $J_c$ is proportional to it. The value used here is about twice the magnetostatic estimate for a 5 nm wall in this cross-section, $1.1\times10^4$ J/m³. With that estimate $J_c$ would be near $3\times10^{11}$ A/m² and the barrier $E_b$ near $5\,k_BT$ at 300 K. Without thermal motion, and if the current rises slowly, pinning of a few millitesla can remove the drift below $J_c$ predicted for $\beta=0.02$. Temperature gives motion below $J_c$ in the unpinned wire with $\beta=0$. The two effects were not combined here, and thermal hopping can also free a pinned wall. Choosing a geometry with smaller $K_\perp$ lowers $J_c$, but a sharp threshold also requires $E_b\gg k_BT$. Layers that produce spin-orbit torques or a chiral exchange interaction need further terms. The numerical output lists the remaining values.

## Numbers as computed

```
Ms = 6.00e+05 A/m, A = 10.0 pJ/m
K = 4.00e+05 J/m3, K_perp = 2.50e+04 J/m3
alpha = 0.03, beta = 0 or 0.02, P = 0.6, g = 2.0
wire 60 nm x 3 nm, T = 300 K
gamma = 1.7588e+11 rad/(s T)
wall width Delta = 5.000 nm
transverse field 2K_perp/Ms = 83.3 mT
u/J = 5.7884e-11 m3/C
u_w (fixed width) = 36.64 m/s
J_c (fixed width) = 6.3303e+11 A/m2 = 6.3303e+07 A/cm2
sigma easy, hard = 8.0000, 8.2462 mJ/m2
J_c (exact width) = 6.2343e+11 A/m2
exact/fixed threshold = 0.9848
breakdown, beta=0.02: u_b = 109.93 m/s
breakdown, beta=0.02: J_b = 1.8991e+12 A/m2
speed at breakdown = 73.28 m/s
J (1e12 A/m2), u, mean v beta=0, mean v beta=0.02 (m/s):
  0.3    17.37     0.00    11.58
  0.6    34.73     0.00    23.15
  0.8    46.31    28.29    30.87
  1.2    69.46    58.96    46.31
  2.4   138.92   133.88   120.90
beta=0, J=0.3e12 A/m2: final tilt = -14.14 deg
  shift before stopping = 41.14 nm
exact wall, largest residual = 2.9e-15 (reduced)
micromagnetics, alpha=0.3, speeds in gamma(2K/Ms)Delta:
  K_perp=K: exact limit 0.4142, fixed-width 0.5000
  beta=0, u=0.3894: late speed 0.00004
  beta=0, u=0.4474: late speed 0.1513
  beta=0.15, u=0.7787: 0.3889, beta u/alpha 0.3894
  beta=0.15, u=0.8947: 0.5979, beta u/alpha 0.4474
  K_perp=0.2K, beta=0, u=0.25: 0.2116, formula 0.2102
tilt barrier = 4.500e-20 J = 10.86 kT at 300 K
thermal v at 0.5, 0.9 J_c = 0.684, 11.56 m/s
reduced drift at 0.8 J_c: walk 0.1945, flux 0.1968
resistivity 20 uOhm cm, oxide 100 nm, 1.4 W/(m K)
heating at J_c, J_b = 17.2, 155 K
current's field at J_c: surface 1.19 mT, edge 1.78 mT
field equal to beta drive at u_w = 0.833 mT
pinning 5 mT, period 40 nm, 100 ns:
  q at 0.9 u_w = 0.96 nm, at 1.1 u_w = 1538 nm
```
